# Why Untruncated Exchange Sums Diverge on a Uniform k Mesh: a program that tests the result

```python
"""
Result under test (atomic units, two equal spins, one electron per spin and cell):
on a uniform k mesh the density matrix gamma(r, r') repeats, up to a phase, over
the Born-von Karman (BvK) supercell of volume V.  Exchange cut at |r-r'| < L is
    E(L) = -I(L),   I(L) = integral over the ball s < L of F(s)/s,
    I(L) = 2 pi L^2 M/V + sum_{q != 0} F_q 4 pi (1 - cos qL)/q^2,
so it diverges as L^2 when the cutoff is removed at fixed mesh.
F(s): cell integral of |gamma(r, r+s)|^2 for one spin;  F_q: its Fourier coefficients
M   : sum of squared occupations of one spin, divided by the number of k points
Systems: uniform electron gas (metal) and separable cosine crystal (insulator).
"""
import numpy as np
from scipy import constants
from scipy.fft import fftn, ifftn, next_fast_len
from scipy.integrate import quad
from scipy.special import spherical_jn

HARTREE_EV = constants.value("Hartree energy in eV")


def ball_integral(hole, radius, q_cut):
    """Direct quadrature of hole(s)/s over a ball; q_cut sets the resolution."""
    order = int(0.5 * q_cut * radius) + 14
    u, wu = np.polynomial.legendre.leggauss(order)
    phi = np.pi * np.arange(2 * order) / order
    sin_theta = np.sqrt(1 - u**2)[:, None]
    dir_x, dir_y, dir_z = sin_theta * np.cos(phi), sin_theta * np.sin(phi), u[:, None]
    total = 0.0
    for node, weight in zip(u, wu):
        s = 0.5 * radius * (node + 1)
        shell = hole(s * dir_x, s * dir_y, s * dir_z)
        angular = np.sum(wu[:, None] * shell) * np.pi / order
        total += 0.5 * radius * weight * s * angular
    return total


def divergent_part(radius, mean_square, volume):
    return 2 * np.pi * radius**2 * mean_square / volume


def formula_integral(radius, mean_square, volume, q, weights):
    """Derived formula; q and weights hold only the nonzero wavevectors."""
    bounded = np.sum(weights * 4 * np.pi * (1 - np.cos(q * radius)) / q**2)
    return divergent_part(radius, mean_square, volume) + bounded


# ---------------- metal: uniform electron gas ----------------
r_s = 4.0
gas_cell = 2 * 4 * np.pi * r_s**3 / 3
gas_edge = gas_cell ** (1 / 3)
k_fermi = (6 * np.pi**2 / gas_cell) ** (1 / 3)


def fill_shells(n):
    """Put n^3 electrons of one spin on the lowest plane waves of the BvK box."""
    reach = int(0.65 * n) + 2
    m = np.arange(-reach, reach + 1)
    m2 = m[:, None, None]**2 + m[None, :, None]**2 + m[None, None, :]**2
    sizes = np.bincount(m2.ravel())
    below = np.cumsum(sizes) - sizes
    shell_occ = np.clip((n**3 - below) / np.maximum(sizes, 1), 0, 1)
    occ = shell_occ[m2]
    assert abs(occ.sum() - n**3) < 1e-7 * n**3
    return m, occ


def gas_series(n):
    m, occ = fill_shells(n)
    volume = n**3 * gas_cell
    size = next_fast_len(2 * len(m))
    pairs = ifftn(np.abs(fftn(occ, s=(size,) * 3))**2).real
    j = np.fft.fftfreq(size) * size
    q = 2 * np.pi / (n * gas_edge) * np.sqrt(
        j[:, None, None]**2 + j[None, :, None]**2 + j[None, None, :]**2)
    keep = q > 1e-9
    mean_square = np.sum(occ**2) / n**3
    return mean_square, volume, q[keep], gas_cell / volume**2 * pairs[keep]


def gas_hole_function(n):
    """F(s) evaluated from the plane-wave sum that defines gamma."""
    m, occ = fill_shells(n)
    index = np.argwhere(occ > 0)
    k = 2 * np.pi / (n * gas_edge) * m[index]
    f = occ[occ > 0]
    volume = n**3 * gas_cell

    def hole(x, y, z):
        gamma = 0
        for kv, fk in zip(k, f):
            gamma = gamma + fk * np.exp(1j * (kv[0] * x + kv[1] * y + kv[2] * z))
        return gas_cell * np.abs(gamma / volume)**2
    return hole


# ---------------- insulator: separable cosine crystal ----------------
edge, amplitude, shift = 6.0, 0.3, 0.25
b = 2 * np.pi / edge
G = np.arange(-3, 4)
coupling = 0.5 * amplitude * (np.abs(G[:, None] - G[None, :]) == 1)


def solve_axis(k):
    return np.linalg.eigh(np.diag(0.5 * (k + G * b)**2) + coupling)


def filled_band(n):
    ks = (np.arange(n) - n // 2 + shift) * b / n
    return ks, np.array([solve_axis(k)[1][:, 0] for k in ks])


def orbitals(x, ks, coeff):
    waves = np.exp(1j * (ks[None, :, None] + G * b) * x[:, None, None])
    return np.einsum("xkg,kg->xk", waves, coeff) / np.sqrt(edge)


def gamma_axis(x, x2, ks, coeff):
    return orbitals(x, ks, coeff) @ orbitals(x2, ks, coeff).conj().T / len(ks)


def crystal_hole_axis(n):
    """One-axis factor of F(s), from the orbitals; F is the product over axes."""
    ks, coeff = filled_band(n)
    x = edge * np.arange(16) / 16
    waves = (ks[:, None] + G * b).ravel()
    phi = np.repeat(orbitals(x, ks, coeff), len(G), axis=1)
    left = phi * coeff.ravel() * np.exp(-1j * x[:, None] * waves) / (n * np.sqrt(edge))

    def hole(s):
        gamma = left @ np.exp(-1j * waves[:, None] * s.ravel())
        return edge * np.mean(np.abs(gamma)**2, axis=0).reshape(s.shape)
    return hole


def crystal_series(n):
    """Fourier coefficients of F from pair densities of occupied orbitals."""
    _, coeff = filled_band(n)
    top = 6 * n + n - 1
    axis = np.zeros(2 * top + 1)
    lags = np.arange(-6, 7)
    for i in range(n):
        for j in range(n):
            rho = np.correlate(coeff[j], coeff[i], "full")
            axis[top + (j - i) + n * lags] += np.abs(rho)**2 / (n**2 * edge)
    j = np.arange(-top, top + 1)
    q = b / n * np.sqrt(j[:, None, None]**2 + j[None, :, None]**2 + j[None, None, :]**2)
    weights = axis[:, None, None] * axis[None, :, None] * axis[None, None, :]
    keep = q > 1e-9
    return 1.0, (n * edge)**3, q[keep], weights[keep]


def cell_weights(n, count):
    """Integral of |gamma|^2 with r in cell 0 and r' in cell (R,0,0), R < count."""
    ks, coeff = filled_band(n)
    u, wu = np.polynomial.legendre.leggauss(28)
    x, w = 0.5 * edge * (u + 1), 0.5 * edge * wu
    axis = np.array([w @ np.abs(gamma_axis(x, x + R * edge, ks, coeff))**2 @ w
                     for R in range(count)])
    return axis * axis[0]**2, axis


# Band gap of the crystal, scanned along one axis and combined for three axes
levels = np.array([solve_axis(k)[0] for k in np.linspace(-b / 2, b / 2, 201)])
gap = levels[:, 1].min() + 2 * levels[:, 0].min() - 3 * levels[:, 0].max()
assert gap > 0

# Periodicity of gamma up to the phase of the mesh shift
n_c = 3
ks, coeff = filled_band(n_c)
rng = np.random.default_rng(1)
xa, xb = rng.uniform(0, 18, 5), rng.uniform(0, 18, 6)
box_c = n_c * edge
g0 = gamma_axis(xa, xb, ks, coeff)
g1 = gamma_axis(xa, xb + box_c, ks, coeff)
phase = np.exp(-1j * shift * b / n_c * box_c)
assert np.allclose(g1, phase * g0, atol=1e-12) and not np.allclose(g1, g0, atol=1e-4)

# Cell weights return after one supercell; on a dense mesh they have decayed
coarse, coarse_axis = cell_weights(n_c, n_c + 1)
dense, _ = cell_weights(40, n_c + 1)
assert abs(coarse[n_c] - coarse[0]) < 1e-9
assert abs(coarse_axis[:n_c].sum() - 1) < 1e-8
assert dense[n_c] < 0.01 * coarse[n_c]

print(f"Crystal: edge {edge:.1f} bohr, amplitude {amplitude:.2f} hartree, "
      f"gap {gap:.4f} hartree")
print(f"Crystal 3x3x3 mesh: phase over one BvK edge {phase.real:.3f} {phase.imag:+.3f}i")
for R in range(n_c + 1):
    print(f"Weight of cell ({R},0,0): 3x3x3 mesh {coarse[R]:.6f}, "
          f"40x40x40 mesh {dense[R]:.3e}")

# Direct real-space integration against the formula, both systems
axis_hole = crystal_hole_axis(n_c)
gas_hole = gas_hole_function(2)
cases = [
    ("Crystal 3x3x3", lambda x, y, z: axis_hole(x) * axis_hole(y) * axis_hole(z),
     crystal_series(n_c), box_c, 5.0, (0.5, 1.0, 1.5)),
    ("Gas 2x2x2", gas_hole, gas_series(2), 2 * gas_edge,
     6 * np.pi / (2 * gas_edge), (0.5, 1.0, 2.0)),
]
for name, hole, series, box, q_cut, multiples in cases:
    M, V, q, Fq = series
    t = box * np.arange(48) / 48
    average = np.mean(hole(t[:, None, None], t[None, :, None], t[None, None, :]))
    assert abs(average * V / M - 1) < 1e-9
    origin = hole(np.zeros((1, 1)), np.zeros((1, 1)), np.zeros((1, 1)))[0, 0]
    assert abs((M / V + Fq.sum()) / origin - 1) < 1e-9
    assert Fq.min() > -1e-12 * Fq.max()
    bound = np.sum(8 * np.pi * Fq / q**2)
    print(f"{name}: BvK edge {box:.4f} bohr, M = {M:.6f}, "
          f"bound on B(L) {bound:.5f} hartree")
    for multiple in multiples:
        L = multiple * box
        direct = ball_integral(hole, L, q_cut)
        derived = formula_integral(L, M, V, q, Fq)
        assert abs(direct / derived - 1) < 1e-6
        rest = direct - divergent_part(L, M, V)
        assert 0 <= rest <= bound
        print(f"  L = {L:.3f} bohr: direct E {-direct:.6f}, formula {-derived:.6f}, "
              f"B(L) {rest:.6f} hartree")

# Infinite gas: analytic energy, truncated energy and algebraic tail
exact = -2 * 3 * k_fermi / (4 * np.pi)


def infinite_gas(radius):
    def integrand(s):
        x = k_fermi * s
        gamma = k_fermi**3 / (2 * np.pi**2) * spherical_jn(1, x) / x
        return 4 * np.pi * s * gas_cell * gamma**2
    return -quad(integrand, 0, radius, limit=500, epsabs=1e-12, epsrel=1e-11)[0]


L_tail = 100.0
tail = exact - infinite_gas(L_tail)
tail_law = -k_fermi**2 * gas_cell / (4 * np.pi**3 * L_tail**2)
assert abs(tail / tail_law - 1) < 0.05   # next term is smaller by about 1/(k_F L)
print(f"Gas: r_s {r_s:.1f} bohr, cell edge {gas_edge:.4f} bohr, "
      f"k_F {k_fermi:.5f} 1/bohr")
print(f"Gas, infinite system: E per cell {exact:.6f} hartree = "
      f"{exact * HARTREE_EV:.4f} eV")
print(f"Gas tail beyond {L_tail:.0f} bohr: computed {tail:.4e}, law {tail_law:.4e} hartree")

# Fixed mesh, growing cutoff
M, V, q, Fq = gas_series(4)
print(f"Gas 4x4x4: BvK edge {4 * gas_edge:.4f} bohr, M = {M:.6f}")
for multiple in (0.5, 1, 2, 4, 8):
    L = multiple * 4 * gas_edge
    print(f"  L = {L:.3f} bohr: E {-formula_integral(L, M, V, q, Fq):.5f}, "
          f"L^2 part {-divergent_part(L, M, V):.5f} hartree")

# Finer mesh: cutoff held fixed, and cutoff tied to half the BvK edge
L_fixed = 12.0
fixed_limit = infinite_gas(L_fixed)
print(f"Infinite gas cut at {L_fixed:.0f} bohr: {fixed_limit:.6f} hartree")
for n in (4, 8, 16, 32):
    series = gas_series(n)
    at_fixed = -formula_integral(L_fixed, *series)
    at_half = -formula_integral(0.5 * n * gas_edge, *series)
    print(f"  Gas n = {n}: E(12 bohr) {at_fixed:.6f}, E(half edge) {at_half:.6f} hartree, "
          f"error of latter {100 * (at_half / exact - 1):+.3f} %")
assert abs(at_fixed / fixed_limit - 1) < 5e-3    # finite-mesh Fermi surface
assert abs(at_half / exact - 1) < 5e-3

crystal_energy = {}
for n in (2, 4, 6, 8):
    crystal_energy[n] = -formula_integral(0.5 * n * edge, *crystal_series(n))
    print(f"  Crystal n = {n}: E(half edge) {crystal_energy[n]:.7f} hartree")
last_change = abs(crystal_energy[8] - crystal_energy[6])
assert last_change < 1e-3 * abs(crystal_energy[8])
assert last_change < abs(crystal_energy[4] - crystal_energy[2])

print("success")
```

It prints:

```
Crystal: edge 6.0 bohr, amplitude 0.30 hartree, gap 0.2091 hartree
Crystal 3x3x3 mesh: phase over one BvK edge 0.000 -1.000i
Weight of cell (0,0,0): 3x3x3 mesh 0.909940, 40x40x40 mesh 9.099e-01
Weight of cell (1,0,0): 3x3x3 mesh 0.014540, 40x40x40 mesh 1.438e-02
Weight of cell (2,0,0): 3x3x3 mesh 0.014540, 40x40x40 mesh 1.529e-04
Weight of cell (3,0,0): 3x3x3 mesh 0.909940, 40x40x40 mesh 3.519e-06
Crystal 3x3x3: BvK edge 18.0000 bohr, M = 1.000000, bound on B(L) 0.70834 hartree
  L = 9.000 bohr: direct E -0.508629, formula -0.508629, B(L) 0.421362 hartree
  L = 18.000 bohr: direct E -0.674599, formula -0.674599, B(L) 0.325533 hartree
  L = 27.000 bohr: direct E -1.237720, formula -1.237720, B(L) 0.452322 hartree
Gas 2x2x2: BvK edge 16.2479 bohr, M = 0.885417, bound on B(L) 0.16117 hartree
  L = 8.124 bohr: direct E -0.206558, formula -0.206558, B(L) 0.120958 hartree
  L = 16.248 bohr: direct E -0.408012, formula -0.408012, B(L) 0.065614 hartree
  L = 32.496 bohr: direct E -1.396984, formula -1.396984, B(L) 0.027392 hartree
Gas: r_s 4.0 bohr, cell edge 8.1239 bohr, k_F 0.47979 1/bohr
Gas, infinite system: E per cell -0.229083 hartree = -6.2337 eV
Gas tail beyond 100 bohr: computed -9.7486e-05, law -9.9515e-05 hartree
Gas 4x4x4: BvK edge 32.4957 bohr, M = 0.922526
  L = 16.248 bohr: E -0.22328, L^2 part -0.04459 hartree
  L = 32.496 bohr: E -0.31574, L^2 part -0.17837 hartree
  L = 64.991 bohr: E -0.81923, L^2 part -0.71350 hartree
  L = 129.983 bohr: E -2.94100, L^2 part -2.85399 hartree
  L = 259.966 bohr: E -11.51679, L^2 part -11.41596 hartree
Infinite gas cut at 12 bohr: -0.221077 hartree
  Gas n = 4: E(12 bohr) -0.218517, E(half edge) -0.223278 hartree, error of latter -2.534 %
  Gas n = 8: E(12 bohr) -0.220957, E(half edge) -0.228770 hartree, error of latter -0.136 %
  Gas n = 16: E(12 bohr) -0.221053, E(half edge) -0.229088 hartree, error of latter +0.002 %
  Gas n = 32: E(12 bohr) -0.221080, E(half edge) -0.229093 hartree, error of latter +0.004 %
  Crystal n = 2: E(half edge) -0.5092515 hartree
  Crystal n = 4: E(half edge) -0.5087108 hartree
  Crystal n = 6: E(half edge) -0.5087065 hartree
  Crystal n = 8: E(half edge) -0.5087064 hartree
success
```
